# Why the Coupled-Cluster Commutator Series Stops, and When It Does Not

The transformed Hamiltonian of coupled-cluster theory, $\bar H=e^{-T}He^{T}$, is a finite polynomial in the amplitudes when $T$ contains only excitations out of one reference determinant. For a Hamiltonian with one- and two-body terms, no more than four nested commutators survive. The reason is that excitation operators commute with each other and use up the lines of $H$ without supplying new ones. A de-excitation part in $T$ generally supplies new lines, and the series becomes infinite.

In a finite basis the infinite series still converges for every finite amplitude, so its convergence radius is infinite. A finite radius appears in a different series, the expansion of the energy and the amplitudes in powers of the coupling. Pure excitation is also a sufficient condition for termination, not a necessary one. A model with two levels shows all of this in closed form.

## The series and its convergence

Define $D(X)=[X,T]=XT-TX$ and $F(s)=e^{-sT}He^{sT}$. Since $T$ commutes with $e^{sT}$,

$$F'(s)=e^{-sT}(HT-TH)e^{sT}=e^{-sT}D(H)e^{sT}.$$

Each further derivative adds one more $D$, so $F^{(n)}(0)=D^n(H)$. The Taylor series at $s=1$ is

$$\bar H=\sum_{n=0}^{\infty}\frac{1}{n!}D^n(H).$$

In a finite basis $H$ and $T$ are matrices, and $\|D(X)\|\le 2\|T\|\,\|X\|$. The $n$th term is therefore no larger than $(2\|T\|)^n\|H\|/n!$, and the sum of these bounds is $e^{2\|T\|}\|H\|$. The series converges whatever the size of $T$. This argument does not cover unbounded operators in an infinite basis.

## Two levels with pure excitation

Let one electron occupy the reference level $|0\rangle$ or the excited level $|1\rangle$, with

$$H=\begin{pmatrix}0&V\\V&\Delta\end{pmatrix},\qquad \sigma_+=|1\rangle\langle0|,\qquad \sigma_-=|0\rangle\langle1|,$$

where $V\neq0$ is real and $\Delta>0$. Take $T=t\sigma_+$. The first commutator is

$$D(H)=t(H\sigma_+-\sigma_+H)=t\big(V|0\rangle\langle0|+\Delta|1\rangle\langle0|-V|1\rangle\langle1|\big).$$

For the second, write $D^2(H)=HT^2-2THT+T^2H$. Because $\sigma_+^2=0$, only the middle term remains:

$$D^2(H)=-2t^2\sigma_+H\sigma_+=-2t^2V\sigma_+ .$$

This is proportional to $T$ itself, so the third commutator vanishes. Adding $H+D(H)+\tfrac12D^2(H)$ gives

$$\bar H=\begin{pmatrix}Vt&V\\V+\Delta t-Vt^2&\Delta-Vt\end{pmatrix}.$$

The amplitude equation requires the reference to be decoupled from the excited level, $\bar H_{10}=0$. Then $\bar H|0\rangle=Vt|0\rangle$, and since a similarity transformation preserves eigenvalues, $E=Vt$ is an eigenvalue of $H$. The root belonging to the lower level is

$$t_{\rm CC}=\frac{\Delta-\sqrt{\Delta^2+4V^2}}{2V},\qquad E=\frac{\Delta-\sqrt{\Delta^2+4V^2}}{2}.$$

With $\Delta=1$ hartree and $V=0.4$ hartree, $t_{\rm CC}=(1-\sqrt{1.64})/0.8=-0.350781$ and $E=0.4\,t_{\rm CC}=-0.140312$ hartree. No term has been dropped. The price is that $\bar H$ is not Hermitian: at the solution $\bar H_{10}=0$, while $\bar H_{01}=V$.

## Adding the de-excitation

Now let $T=t\sigma_++u\sigma_-$. Since $\sigma_+\sigma_-+\sigma_-\sigma_+=1$ and both squares vanish,

$$T^2=tu\,(\sigma_+\sigma_-+\sigma_-\sigma_+)=w^2,\qquad w^2=tu.$$

For any $X$ this gives $D^2(X)=2w^2X-2TXT$. One more commutator gives

$$D^3(X)=2w^2D(X)-2(TXT^2-T^2XT)=2w^2D(X)-2w^2(TX-XT)=4w^2D(X).$$

Thus $D^{2k+1}=(4w^2)^kD$ and $D^{2k+2}=(4w^2)^kD^2$. If $tu=0$, the third commutator vanishes for every $H$. If $tu\ne0$, all odd terms are nonzero multiples of $D(H)$, and the series can stop only if $D(H)=0$. That does not happen here, because $D(H)$ has the off-diagonal elements $\Delta t$ and $-\Delta u$.

The mechanism is visible in the operator that ended the pure series. With $u$ present, $\sigma_+$ no longer commutes with $T$:

$$[\sigma_+,u\sigma_-]=u\big(|1\rangle\langle1|-|0\rangle\langle0|\big),\qquad \big[\,|1\rangle\langle1|-|0\rangle\langle0|,\;t\sigma_+\big]=2t\sigma_+ .$$

The de-excitation turns $\sigma_+$ into a population difference, and the excitation turns that back into $\sigma_+$. The chain has become a cycle.

The infinite series can nevertheless be summed. Collecting odd and even terms,

$$\bar H=H+\frac{\sinh 2w}{2w}D(H)+\frac{\cosh 2w-1}{4w^2}D^2(H).$$

Both coefficients are power series in $w^2$ that converge for all finite $w$.

## Termination without pure excitation

The algebra used the nilpotency of $T$, meaning that some power of $T$ is zero. Pure de-excitation, $t=0$, therefore terminates too. So does the mixture

$$T=0.3\begin{pmatrix}1&-1\\1&-1\end{pmatrix},$$

which contains excitation, de-excitation and a diagonal part, yet has $T^2=0$. Then $D^2(X)=-2TXT$ and $D^3(X)=0$.

With more orbitals, an excitation and a de-excitation that share no orbital also give a finite series. If $A$ and $B$ are two such single-electron operators, then $A^2=B^2=0$ and $AB=BA$, so $(A+B)^3=0$. Every piece of $D^5(X)$ has the form $T^kXT^{5-k}$, in which one of the two powers is at least three, so $D^5(X)=0$.

At the other extreme stands an anti-Hermitian $T$, as in unitary coupled-cluster theory. It can be diagonalized, with eigenvalues $\tau_j$, and in its eigenbasis

$$[D^n(H)]_{jk}=(\tau_k-\tau_j)^nH_{jk}.$$

If this vanishes for some $n\ge1$, it already vanishes for $n=1$. A unitary transformation that changes $H$ at all therefore has an infinite commutator series.

## Counting lines for many electrons

Let $i$ label orbitals occupied in the reference determinant and $a$ empty ones. The operators $a_a$ and $a_i^\dagger$ give zero on the reference; call them annihilators of quasiparticles. Their adjoints $a_a^\dagger$ and $a_i$ are the creators. An excitation such as $a_a^\dagger a_i$ consists of creators alone. Creators anticommute with each other, and each excitation contains an even number of them, so all excitations commute.

Consider $[X,T]$ with $X$ in normal order, creators to the left of annihilators. In $XT$, annihilators of $X$ can contract with creators of $T$. In $TX$ there are no contractions, because $T$ has no annihilators. The uncontracted parts of the two products cancel. Every surviving term has thus lost at least one annihilator of $X$, and $T$ has added none.

A two-body Hamiltonian has at most four annihilators in any term. After four commutators only creators can remain, and the fifth commutator vanishes. A one-body Hamiltonian has at most two, which is the limit found in the two-level model. In a diagram, the annihilators are the lines by which $H$ can be joined to amplitudes below it: four lines admit at most four amplitudes. A de-excitation brings its own annihilators, and the count need no longer fall.

Nilpotency alone gives a limit that grows with the number of orbitals: with $N$ lower and $N$ upper spin orbitals $T^{N+1}=0$, which guarantees $D^{2N+1}=0$, and this is weaker than the count once $N\ge3$. Take three lower and three upper spin orbitals, with a Fock space of 64 states, and let $T$ contain single and double excitations with random amplitudes and the one triple excitation with amplitude 0.2. Each excitation empties at least one lower orbital, so $T^4=0$. For an arbitrary matrix $H$ this guarantees only that $D^7(H)=0$. The table gives the Frobenius norm of $D^n(H)/n!$ divided by that of $H$, for random symmetric Hamiltonians.

| $n$ | two-body $H$, $T$ | two-body $H$, $T-T^\dagger$ | arbitrary $H$, $T$ |
|---|---|---|---|
| 4 | $4.7\times10^{-3}$ | $0.18$ | $9.2\times10^{-3}$ |
| 5 | $0$ | $0.079$ | $1.1\times10^{-3}$ |
| 6 | $0$ | $0.030$ | $3.5\times10^{-5}$ |
| 7 | $0$ | $0.010$ | $0$ |

The arbitrary matrix contains many-body terms with more than four annihilators, and its series runs to six commutators. The stop after four comes from the two-body form of $H$ together with the absence of annihilators in $T$. With $T-T^\dagger$ the terms decrease but do not end.

## The same energy from a different amplitude

In the two-level model, $T^2=w^2$ gives $e^{\pm T}=c\pm sT$, with $c=\cosh w$ and $s=\sinh w/w$. Hence

$$e^T|0\rangle=c|0\rangle+st|1\rangle,\qquad \langle1|e^{-T}=c\langle1|-st\langle0|,$$

$$\bar H_{10}=c^2V+cst\,\Delta-s^2t^2V.$$

At a root $c$ cannot be zero: since $c^2-w^2s^2=1$, $c=0$ would leave $st\ne0$ and $\bar H_{10}=-s^2t^2V\neq0$. Dividing by $c^2$ gives

$$V+\Delta\tau-V\tau^2=0,\qquad \tau=\frac{st}{c}=t\,\frac{\tanh w}{w}.$$

This is the pure coupled-cluster equation with $\tau$ in place of $t$. The state $e^T|0\rangle$ is proportional to $|0\rangle+\tau|1\rangle$, so the root $\tau=t_{\rm CC}$ gives the same state and the same energy. The de-excitation changes the amplitude needed to reach them, along with the off-diagonal element $\bar H_{01}$.

For $V=0.4$ hartree, a numerical root search gives $t=-0.372280$ at fixed $u=-0.5$ and $t=-0.331201$ at fixed $u=+0.5$. Both give $E=-0.140312$ hartree. In the first case $tu>0$ and $\tanh w/w<1$, so $|t|$ must exceed $|t_{\rm CC}|$. In the second, $w$ is imaginary and the factor becomes $\tan|w|/|w|$. At this root $|w|=0.407$, below $\pi/2$, so the factor exceeds one and $|t|$ is smaller.

A real root need not exist for every mixture. If $u=\kappa^2t$ with $t$ and $\kappa>0$ both real, then $\tau=\tanh(\kappa t)/\kappa$ is smaller in magnitude than $1/\kappa$, and $t_{\rm CC}$ is out of reach when $\kappa|t_{\rm CC}|\ge1$.

## The unitary case and the cost of cutting

Set $t=\theta$ and $u=-\theta$, with $\theta$ real. Then $w=i\theta$, the transformation is a rotation, and $\bar H$ stays Hermitian. Write $T=\theta J$, where

$$J=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad D(H)=\theta M,\qquad M=\begin{pmatrix}2V&\Delta\\\Delta&-2V\end{pmatrix}.$$

Since $MJ=-JM$, the next commutator is $D^2(H)=\theta^2(MJ-JM)=2\theta^2MJ$. The summed series then gives

$$\bar H_{10}=V\cos2\theta+\frac{\Delta}{2}\sin2\theta,\qquad \bar H_{00}=V\sin2\theta+\frac{\Delta}{2}(1-\cos2\theta).$$

The decoupling condition is $\tan2\theta=-2V/\Delta$, equivalent to $\tan\theta=t_{\rm CC}$ on the lower-level root. For $V=0.4$ hartree, $\theta=-0.337370$ rad.

For many electrons a closed sum like this one is generally not available, and the series is often cut. The two-level model shows what that costs. Keeping two commutators replaces these functions by

$$\bar H_{10}^{(2)}=V+\Delta\theta-2V\theta^2,\qquad \bar H_{00}^{(2)}=2V\theta+\Delta\theta^2.$$

The root is $\theta=(1-\sqrt{2.28})/1.6=-0.318729$ rad, and the energy is $0.8\theta+\theta^2=-0.153395$ hartree. This lies 0.0131 hartree below the exact eigenvalue of the model, an error of 9% of that eigenvalue. The cut series is no longer a unitary transformation of $H$, so the variational bound is lost. Solving the cut equations at higher orders gives $-0.135713$ hartree for three commutators, $-0.139913$ for four, $-0.140317$ for six and $-0.140312$ for eight. With pure excitation, two commutators were already complete.

The size of the terms can be followed directly. Multiplication by the orthogonal matrix $J$ leaves the Frobenius norm unchanged, and each commutator after the first adds a factor $2|\theta|$. For $n\ge1$,

$$\left\|\frac{D^n(H)}{n!}\right\|=\frac{\sqrt{2(\Delta^2+4V^2)}}{2}\,\frac{(2|\theta|)^n}{n!}.$$

From one term to the next the norm changes by the factor $2|\theta|/(n+1)$. Terms may grow at first, but the factorial wins in the end. At $V=0.4$ hartree, an error below $10^{-10}$ hartree in the norm of $\bar H$ requires order 11 at $|\theta|=0.3374$, order 17 at $\theta=1$ and order 43 at $\theta=5$. In the last case the terms rise to 2495 hartree, with $n=9$ and $n=10$ equal by the formula, before they fall. For the lower-level root of smallest magnitude, $|\theta|<\pi/4$ for every finite $V$, with $|\theta|\to\pi/4$ as $|V|/\Delta\to\infty$. The factor $2|\theta|/(n+1)$ is then below $\pi/4$ for $n\ge1$, so from the first commutator on the terms only fall.

## Where a finite radius appears

Instead of solving for $\theta$ at given $V$, one may expand the solution in powers of $V$:

$$E=-\frac{V^2}{\Delta}+\frac{V^4}{\Delta^3}-\frac{2V^6}{\Delta^5}+\cdots .$$

The square root in $E$ has branch points where $\Delta^2+4V^2=0$, at $V=\pm i\Delta/2$. There the two eigenvalues meet. The distance from the origin to these points sets the radius of convergence, $|V|=\Delta/2$. The pure amplitude $t_{\rm CC}=E/V$ has the same branch points. The unitary angle $\theta=-\tfrac12\arctan(2V/\Delta)$ is singular at the same two values. The energy, the pure amplitude and the unitary angle thus share the same radius in $V$. Other mixtures leave the energy unchanged but can add singularities to the amplitude: for $u=\kappa^2t$ with $\kappa>1$, $t=\operatorname{artanh}(\kappa t_{\rm CC})/\kappa$ is singular where $\kappa t_{\rm CC}=\pm1$. Inserting $t_{\rm CC}=\pm1/\kappa$ in the amplitude equation places these points at real $|V|=\kappa\Delta/(\kappa^2-1)$, which is smaller than $\Delta/2$ when $\kappa>1+\sqrt2$.

With $\Delta=1$ hartree the radius is 0.5 hartree. The partial sums below, in hartree, use Taylor coefficients obtained by diagonalizing $H$ on a circle of complex $V$.

| Order in $V$ | $V=0.4$ | $V=0.6$ |
|---|---|---|
| 4 | $-0.134400$ | $-0.2304$ |
| 10 | $-0.140783$ | $-0.3244$ |
| 20 | $-0.140293$ | $-0.1828$ |
| 40 | $-0.140312$ | $1.069$ |
| 100 | $-0.140312$ | $1.94\times10^4$ |

At $V=0.6$ hartree the exact energy of the model is $(1-\sqrt{2.44})/2=-0.281025$ hartree, and the perturbation series diverges. The decoupling equation still has the solution $\theta=-0.438029$ rad. With that angle inserted, the unitary commutator series through $n=20$ gives $-0.281025$ hartree. The divergence comes from expanding the solution in $V$, not from the commutators. In this model, where the single amplitude is complete, pure excitation makes the equations finite in the amplitude but does not extend the expansion of their solution in $V$ beyond the radius $\Delta/2$ of the exact energy. For many electrons with a truncated $T$, the amplitude equations have branch points of their own, which need not coincide with those of the exact energy.

Numbers in the example were calculated in double precision.
